# Exact time-local decay rate of an emitter in a lossy mode

## The question

A two-level emitter with states $|g\rangle$ and $|e\rangle$ is resonant with one cavity mode. In the rotating-wave approximation, and in the frame rotating at the common frequency, the Hamiltonian is

$$H=g\,(\sigma_+a+\sigma_-a^\dagger),\qquad \sigma_-=|g\rangle\langle e|,\quad \sigma_+=|e\rangle\langle g| .$$

The mode leaks into a bath at zero temperature, so the joint density matrix $R$ obeys

$$R'=-i[H,R]+\kappa\left(aRa^\dagger-\tfrac12\{a^\dagger a,R\}\right).$$

A prime is a time derivative and $\hbar=1$. With this convention the photon number of the uncoupled mode decays as $e^{-\kappa t}$, and the field amplitude as $e^{-\kappa t/2}$. The mode starts empty and uncorrelated with the emitter, which has no other loss or dephasing. All statements below concern this model.

**(a)** Express the emitter's density matrix $\rho(t)$ through its initial value and one function $c(t)$, and find the differential equation for $c$.

**(b)** Solve it, and find the rate $\gamma(t)$ for which $\rho'=\gamma(t)\left[\sigma_-\rho\sigma_+-\tfrac12\{\sigma_+\sigma_-,\rho\}\right]$.

**(c)** Up to what coupling is $\gamma$ finite and positive at all $t>0$? Give its limits there.

**(d)** Above that coupling, find where $\gamma$ diverges, where it is negative, and its form near a divergence.

**(e)** Explain what the divergence and the negative sign mean physically.

**(f)** Evaluate the results for $\kappa=0.20$ eV and $g=0.03$, $0.05$ and $0.10$ eV.

## Model answers

### (a) Reduction to one amplitude

Take the initial state $(\alpha|g\rangle+\beta|e\rangle)|0\rangle$ and try

$$R=|\psi\rangle\langle\psi|+p\,|g0\rangle\langle g0|,\qquad |\psi\rangle=\alpha|g0\rangle+\beta\left(c\,|e0\rangle+b\,|g1\rangle\right),$$

with $c(0)=1$ and $b(0)=p(0)=0$. Let $|\psi\rangle$ obey $|\psi\rangle'=-i(H-\tfrac{i\kappa}{2}a^\dagger a)|\psi\rangle$. Then $|\psi\rangle\langle\psi|$ reproduces the commutator and the anticommutator in the equation for $R$. The remaining term is

$$\kappa\,a|\psi\rangle\langle\psi|a^\dagger=\kappa|\beta|^2|b|^2\,|g0\rangle\langle g0| ,$$

because $a$ removes the photon from $|g1\rangle$ and annihilates the other two components. The state $|g0\rangle$ is stationary, since both $H$ and $a$ annihilate it. The trial form therefore solves the joint equation if $p'=\kappa|\beta|^2|b|^2$.

Since $H|e0\rangle=g|g1\rangle$ and $H|g1\rangle=g|e0\rangle$, the amplitudes obey

$$c'=-igb,\qquad b'=-igc-\tfrac{\kappa}{2}b .$$

The first equation gives $b=ic'/g$. Differentiating it and inserting the second,

$$c''=-igb'=-g^2c+\tfrac{i g\kappa}{2}\,b=-g^2c-\tfrac{\kappa}{2}c' ,$$

$$c''+\tfrac{\kappa}{2}c'+g^2c=0,\qquad c(0)=1,\quad c'(0)=-igb(0)=0 .$$

The equation and its initial data are real, so $c$ is real.

Tracing over the mode leaves $\rho_{ee}=|\beta|^2c^2$ and $\rho_{eg}=\beta\alpha^*c$. The one-photon component and $p$ add only to $\rho_{gg}$. Hence

$$\rho_{ee}(t)=c^2\rho_{ee}(0),\qquad \rho_{eg}(t)=c\,\rho_{eg}(0),\qquad \rho_{gg}=1-\rho_{ee}.$$

A mixed initial state is a weighted sum of pure ones, and these relations are linear, so they hold for it too.

### (b) The rate

Inserting $e^{\lambda t}$ gives $\lambda^2+\tfrac{\kappa}{2}\lambda+g^2=0$, so

$$\lambda=-\tfrac{\kappa}{4}\pm D,\qquad D=\sqrt{\tfrac{\kappa^2}{16}-g^2}.$$

Write $c=e^{-\kappa t/4}(\cosh Dt+B\sinh Dt)$, which satisfies $c(0)=1$. The condition $c'(0)=-\kappa/4+BD=0$ fixes $B=\kappa/(4D)$:

$$c=e^{-\kappa t/4}\left[\cosh Dt+\frac{\kappa}{4D}\sinh Dt\right].$$

In the derivative the two $\cosh$ terms cancel:

$$c'=e^{-\kappa t/4}\left[D-\frac{\kappa^2}{16D}\right]\sinh Dt=-\frac{g^2}{D}\,e^{-\kappa t/4}\sinh Dt ,$$

where $D^2-\kappa^2/16=-g^2$ was used.

Wherever $c\neq0$, the initial values can be eliminated from the relations of part (a):

$$\rho_{ee}'=\frac{2c'}{c}\rho_{ee},\qquad \rho_{eg}'=\frac{c'}{c}\rho_{eg}.$$

The $ee$ and $eg$ elements of the requested equation are $\rho_{ee}'=-\gamma\rho_{ee}$ and $\rho_{eg}'=-\tfrac12\gamma\rho_{eg}$. Both are satisfied by the same rate, $\gamma=-2c'/c$. A frequency shift would require an imaginary part of $c'/c$, and there is none. Substituting $c$ and $c'$,

$$\gamma(t)=\frac{2g^2\sinh Dt}{D\cosh Dt+\frac{\kappa}{4}\sinh Dt}=\frac{2g^2}{\frac{\kappa}{4}+D\coth Dt}.$$

No weak-coupling or short-memory approximation has been made. The memory of the mode affects both the time dependence of $\gamma$ and, as part (c) shows, the constant value it can reach at long times.

### (c) Finite, positive rates

For $g<\kappa/4$, $D$ is real and positive, so $\coth Dt>0$ and the denominator is positive. At $g=\kappa/4$, $D\coth Dt\to1/t$ as $D\to0$, and

$$\gamma(t)=\frac{2g^2t}{1+\kappa t/4},$$

which is also finite and positive. For $g>\kappa/4$, part (d) finds divergences. The limiting coupling is therefore $g=\kappa/4$. If $\kappa$ denoted the decay rate of the field amplitude instead, the same condition would read $g=\kappa/2$.

At short times $D\coth Dt\approx1/t$ for any $g$, so $\gamma\approx2g^2t$. The rate starts from zero because the mode must first acquire an amplitude.

At long times below threshold, $\coth Dt\to1$. Since $g^2=(\tfrac{\kappa}{4}-D)(\tfrac{\kappa}{4}+D)$,

$$\gamma\to\frac{2g^2}{\frac{\kappa}{4}+D}=2\left(\frac{\kappa}{4}-D\right).$$

For $g\ll\kappa$, $D\approx\tfrac{\kappa}{4}-2g^2/\kappa$, and this becomes the constant rate $4g^2/\kappa$. At threshold the long-time limit is $8g^2/\kappa=\kappa/2$, approached slowly, with a relative deficit $1/(1+\kappa t/4)$.

### (d) Divergences and negative windows

For $g>\kappa/4$ put $D=i\Omega$ with $\Omega=\sqrt{g^2-\kappa^2/16}$. Then $D\coth Dt=\Omega\cot\Omega t$, and

$$\gamma(t)=\frac{2g^2\sin\Omega t}{\Omega\cos\Omega t+\frac{\kappa}{4}\sin\Omega t}.$$

Because $\Omega^2+\kappa^2/16=g^2$, an angle $0<\varphi<\pi/2$ exists with $\Omega=g\sin\varphi$ and $\kappa/4=g\cos\varphi$, that is, $\varphi=\arctan(4\Omega/\kappa)$. The denominator is then $g\sin(\Omega t+\varphi)$, so

$$\gamma(t)=2g\,\frac{\sin\Omega t}{\sin(\Omega t+\varphi)} .$$

It diverges when $\Omega t+\varphi=n\pi$:

$$t_n=\frac{n\pi-\varphi}{\Omega},\qquad n=1,2,\dots$$

The numerator does not vanish there, since $|\sin\Omega t_n|=\sin\varphi$. For $0<\Omega t<\pi-\varphi$ both sines are positive. For $\pi-\varphi<\Omega t<\pi$ the lower one has changed sign and the upper one has not. At $\Omega t=\pi$ the upper one changes sign too. The pattern repeats with period $\pi/\Omega$, so

$$\gamma<0\quad\text{for}\quad t_n<t<\frac{n\pi}{\Omega}.$$

Above threshold the rate is thus negative in recurring windows of length $\varphi/\Omega$, and positive between them.

Near a divergence let $\tau=t-t_n$. There $c=0$, so the differential equation gives $c''=-\tfrac{\kappa}{2}c'$ at $t_n$. Expanding,

$$c\approx c'(t_n)\left(\tau-\tfrac{\kappa}{4}\tau^2\right),\qquad c'(t)\approx c'(t_n)\left(1-\tfrac{\kappa}{2}\tau\right),$$

$$\gamma=-\frac{2c'}{c}\approx-\frac{2}{\tau}\left(1-\tfrac{\kappa}{2}\tau\right)\left(1+\tfrac{\kappa}{4}\tau\right)=-\frac{2}{\tau}+\frac{\kappa}{2}+O(\tau).$$

The rate rises to $+\infty$ before $t_n$ and returns from $-\infty$ after it. The coefficient $-2$ is independent of $g$ and $\kappa$.

Two limits show how the windows develop. Just above threshold $\varphi\approx4\Omega/\kappa$, so $t_1\approx\pi/\Omega-4/\kappa$ goes to infinity while the window length tends to $4/\kappa$. For $g\gg\kappa$, $\varphi\to\pi/2$ and $\gamma\to2g\tan gt$: the rate is negative half of the time, as for lossless exchange of the excitation.

### (e) Physical meaning

The state $\rho(t)$ is smooth at $t_n$. What diverges is the ratio of the population flow, which vanishes as $\tau$, to the population, which vanishes as $\tau^2$. At $t_n$ every initial state has become $|g\rangle$. The present state no longer identifies the initial one, yet different initial states evolve differently afterwards. No equation that uses $\rho(t_n)$ alone can describe this, so the time-local equation does not exist at that instant.

The missing information is in the mode. For an initially excited emitter the amplitude equations give

$$(c^2+|b|^2)'=-\kappa|b|^2,\qquad |b|^2=\frac{c'^2}{g^2}=\frac{g^2}{\Omega^2}e^{-\kappa t/2}\sin^2\Omega t .$$

At $t_n$, $\sin^2\Omega t_n=\Omega^2/g^2$, and the mode holds $e^{-\kappa t_n/2}$ photons. In the negative window $\rho_{ee}'=-\gamma\rho_{ee}>0$: the mode returns part of this excitation. The population peaks at the end of the window, where $c^2=e^{-n\pi\kappa/(2\Omega)}$. Just above the threshold the poles of $\gamma$ lie at late times, as found in part (d), and this revived population tends to zero as $\Omega\to0$; at any fixed $t$ both $\gamma$ and the population vary continuously with $g$ through $\kappa/4$.

A negative rate does not produce negative probabilities when the evolution starts at $t=0$, because $c^2\le1$. Between two later times $s<t$, however, the excited population is multiplied by $r=c(t)^2/c(s)^2$. Inside a negative window $r>1$, and this intermediate map would send $|e\rangle$ to a state with ground population $1-r<0$. It is not a physical map for arbitrary emitter states at time $s$, since it presupposes the joint state that the evolution from $t=0$ has produced: the excitation already held by the mode, and its correlations with the emitter. In the same window the trace distance between the states that began as $|e\rangle$ and $|g\rangle$, which equals $c^2$, grows again.

### (f) Numbers

The parameters are round model values. Energies and rates are in eV (rates multiplied by $\hbar$), and times are in $\hbar/\text{eV}$. The threshold is $\kappa/4=0.05$ eV.

**Below threshold, $g=0.03$ eV.** Here $D=\sqrt{0.0025-0.0009}=0.04$ eV, and the long-time rate is $2(0.05-0.04)=0.020$ eV. The estimate $4g^2/\kappa=0.018$ eV is 10% below it.

**At threshold, $g=0.05$ eV.** At $t=40$ the rate is $2(0.0025)(40)/(1+2)=0.0667$ eV, still only two thirds of its limit, 0.10 eV.

**Above threshold, $g=0.10$ eV.** Here $\Omega=\sqrt{0.01-0.0025}=0.0866$ eV and $\cos\varphi=\kappa/(4g)=\tfrac12$, so $\varphi=\pi/3$. Then

$$t_1=\frac{2\pi/3}{0.0866}=24.18\ (15.92\ \text{fs}),\qquad \frac{\pi}{\Omega}=36.28\ (23.88\ \text{fs}).$$

The rate is negative between these times, one third of each period. It is $10.97$ eV at $t=24$ and $-2.35$ eV at $t=25$, while the population of an initially excited emitter stays below 0.001 at both times. At $t_1$ the mode holds $e^{-2.418}=0.089$ photons. The emitter population recovers to $e^{-3.628}=0.027$ at the end of the window; since $b=0$ there, the mode is empty and the rest of the excitation has leaked into the bath.

Between $t=26$ and $t=32$ the trace distance grows from 0.002429 to 0.02132, so $r=8.78$. The corresponding $1-r$ is $-7.78$, which is the lowest Choi eigenvalue listed for the intermediate map $\Lambda$ in the numerical output. The Choi matrix $\sum_{kl}\Lambda(|k\rangle\langle l|)\otimes|k\rangle\langle l|$ of a map that multiplies $\rho_{ee}$ by $r$ and $\rho_{eg}$ by $\sqrt r$ consists of the block $\begin{pmatrix}1&\sqrt r\\ \sqrt r&r\end{pmatrix}$, with eigenvalues $0$ and $1+r$, and the diagonal entries $1-r$ and $0$.

The formula for $\gamma(t)$ was checked against the generator extracted from the full emitter–mode density matrix at $t=5$, $20$, $40$ for $g=0.03$ and $0.05$ eV and at $t=5$, $20$, $23$, $26$, $30$, $40$ for $g=0.10$ eV; the largest difference was $1.5\times10^{-13}$ eV. At $t=24$ and $25$ the printed rates from model and formula agree to the five decimals shown. In a scan of that model up to $t=300$, no divergence appeared for $g/\kappa=0.20$, $0.24$ or $0.25$. The first one came at $t=200.5$ for $0.26$ and at $77.1$ for $0.30$, which shows its retreat to late times as the threshold is approached from above.

## Numbers as computed

```
kappa = 0.20 eV, threshold kappa/4 = 0.050 eV
couplings g = 0.03, 0.05, 0.10 eV
largest generator error, model against formula = 1.5e-13 eV
g = 0.03 eV: D = 0.0400 eV
  long-time rate, full model = 0.02000 eV
  weak-coupling estimate 4g^2/kappa = 0.01800 eV
rate in eV (full model) at time t in hbar/eV, below and at threshold:
  t =  5.0: g=0.03: 0.00712   g=0.05: 0.02000
  t = 20.0: g=0.03: 0.01633   g=0.05: 0.05000
  t = 40.0: g=0.03: 0.01927   g=0.05: 0.06667
  long-time limit at threshold, kappa/2 = 0.100 eV
g = 0.10 eV: W = 0.08660 eV
  first pole t_1 = 24.1840 hbar/eV = 15.92 fs
  negative window ends = 36.2760 hbar/eV = 23.88 fs
  second pole t_2 = 60.4600 hbar/eV
  t (hbar/eV), rate full model (eV), rate formula (eV), population:
    5.0     0.08427     0.08427   0.802090
   10.0     0.16174     0.16174   0.435204
   20.0     0.55691     0.55691   0.022673
   23.0     1.78328     1.78328   0.001401
   24.0    10.96915    10.96915   0.000031
   25.0    -2.34687    -2.34687   0.000546
   26.0    -0.99222    -0.99222   0.002429
   30.0    -0.21429    -0.21429   0.015464
   35.0    -0.02738    -0.02738   0.026131
   40.0     0.06469     0.06469   0.023447
  pole coefficient = -1.99995 (no unit)
  finite part at the pole = 0.10000 eV
  photon number at t_1 = 0.08906
  emitter population at window end = 0.02658
  lowest Choi eigenvalue, map 26 to 32 hbar/eV = -7.7775
  trace distance at 26 and 32 hbar/eV = 0.00243, 0.02132
scan of g/kappa, first pole in hbar/eV (searched up to 300):
  0.20: none
  0.24: none
  0.25: none
  0.26: 200.474
  0.30: 77.063
```
